# Invariant expansion and branch curvatures of silicon's T2g optical phonons: a numerical check

```python
# Result under test: near Gamma the T2g optical phonons of a diamond crystal
# with short-range forces obey  omega^2 = eigenvalues of  w0^2 I + K(q),
#   K_aa = L q_a^2 + M (q^2 - q_a^2),   K_ab = N q_a q_b  (a != b),
# so omega^2 = w0^2 + c q^2 with
#   [100]: c_LO = L, c_TO = M;  [111]: c_LO = (L+2M+2N)/3, c_TO = (L+2M-N)/3.
# For the Keating energy (alpha: bond stretching, beta: bond bending, a: cubic
# lattice constant, m: atomic mass) L, M, N have closed forms, tested here.
# Dynamical quadrupoles Q add K_Q p_a p_b / q^2, p = (qy qz, qz qx, qx qy).
import itertools
import numpy as np
from scipy import constants as sc

# ---------- inputs (rough round values in the regime of silicon) ----------
a = 0.543e-9
alpha, beta = 45.0, 12.0
m = 28.09 * sc.physical_constants["atomic mass constant"][0]
eps_r = 11.7
Q = 0.7e-9 * sc.e
softening = 0.02                     # cm^-1 per kelvin
to_cm = 1.0 / (2 * np.pi * sc.c * 100)   # rad/s -> cm^-1

# ---------- group theory: action on the optical mode, invariants ----------
signs_of_bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
bond_set = {tuple(b) for b in signs_of_bonds}
rng = np.random.default_rng(1)
point = rng.normal(size=3)


def pair_products(r):
    return np.array([r[1] * r[2], r[2] * r[0], r[0] * r[1]])


group = []
for perm in itertools.permutations(range(3)):
    for sg in itertools.product([1, -1], repeat=3):
        R = np.zeros((3, 3))
        for row in range(3):
            R[row, perm[row]] = sg[row]
        image = {tuple(int(v) for v in R @ b) for b in signs_of_bonds}
        keeps = image == bond_set    # False: the two sublattices are exchanged
        T = R if keeps else -R       # action on the relative displacement
        assert np.allclose(pair_products(R @ point), T @ pair_products(point))
        group.append((R, T, keeps))
assert len(group) == 48

P4 = sum(np.kron(np.kron(T, T), np.kron(R, R)) for R, T, k in group) / 48
swap = np.zeros((9, 9))
for i in range(3):
    for j in range(3):
        swap[3 * i + j, 3 * j + i] = 1
sym_q = np.kron(np.eye(9), (np.eye(9) + swap) / 2)
n_quadratic = np.trace(P4 @ sym_q)
n_linear = np.trace(sum(np.kron(np.kron(T, T), R) for R, T, k in group)) / 48
Td = [(R, T) for R, T, k in group if k]
P3_Td = sum(np.kron(np.kron(T, T), R) for R, T in Td) / len(Td)
n_linear_Td = np.trace(P3_Td)
n_linear_Td_antisym = np.trace(P3_Td @ np.kron((np.eye(9) - swap) / 2, np.eye(3)))
assert abs(n_quadratic - 3) < 1e-10 and abs(n_linear) < 1e-10
# T_d alone admits one linear invariant, but no antisymmetric one, which is
# the only kind that time reversal would permit
assert abs(n_linear_Td - 1) < 1e-10 and abs(n_linear_Td_antisym) < 1e-10


def K_matrix(q, L, M, N):
    K = N * np.outer(q, q)
    np.fill_diagonal(K, L * q**2 + M * (q @ q - q**2))
    return K


# the proposed form is covariant under every operation of the group
q_test = rng.normal(size=3)
for R, T, k in group:
    left = K_matrix(R @ q_test, 1.3, -0.7, 2.1)
    assert np.allclose(left, T @ K_matrix(q_test, 1.3, -0.7, 2.1) @ T.T)

# ---------- full dynamical matrix from the Keating energy ----------
tau = signs_of_bonds * a / 4
d2 = 3 * a**2 / 16


def dynamical_matrix(q):
    """Energy = sum of k * (change of bond_i . bond_j)^2 about each atom."""
    D = np.zeros((6, 6), complex)
    for centre in (0, 1):
        bonds = tau if centre == 0 else -tau
        here = slice(3 * centre, 3 * centre + 3)
        there = slice(3 - 3 * centre, 6 - 3 * centre)
        for i in range(4):
            for j in range(i, 4):
                form = np.zeros(6, complex)
                form[here] = -(bonds[i] + bonds[j])
                form[there] = (bonds[i] * np.exp(1j * q @ bonds[j])
                               + bonds[j] * np.exp(1j * q @ bonds[i]))
                # each bond is met from both of its ends, hence 16 and not 8
                k = 3 * alpha / (16 * d2) if i == j else 3 * beta / (8 * d2)
                D += 2 * k * np.outer(form.conj(), form) / m
    return D


w0sq = 8 * (alpha + beta) / m
w0 = np.sqrt(w0sq)
ev0 = np.linalg.eigvalsh(dynamical_matrix(np.zeros(3)))
assert np.allclose(ev0[3:], w0sq, rtol=1e-12)
assert np.max(np.abs(ev0[:3])) < 1e-12 * w0sq

# closed forms
L = -a**2 * (alpha - beta) / (8 * m)
M = -a**2 * alpha * beta / (2 * m * (alpha + beta))
N = a**2 * (5 * beta**2 - alpha**2) / (8 * m * (alpha + beta))


def optical_branches(n, q):
    """omega^2 of the optical modes: most longitudinal first, then the rest."""
    val, vec = np.linalg.eigh(dynamical_matrix(q * n))
    val, vec = val[3:], vec[:, 3:]
    relative = (vec[:3] - vec[3:]) / np.sqrt(2)
    lo = int(np.argmax(np.abs(n @ relative)))
    return np.array([val[lo]] + [val[i] for i in range(3) if i != lo])


def numerical_c(n, h=0.04 / a):
    c1 = (optical_branches(n, h) - w0sq) / h**2
    c2 = (optical_branches(n, h / 2) - w0sq) / (h / 2)**2
    return (4 * c2 - c1) / 3


n100 = np.array([1.0, 0, 0])
n111 = np.ones(3) / np.sqrt(3)
ngen = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
c100 = np.array([L, M, M])
c111 = np.array([L + 2 * M + 2 * N, L + 2 * M - N, L + 2 * M - N]) / 3
num100, num111 = numerical_c(n100), numerical_c(n111)
scale = abs(M)
err_dir = max(np.max(np.abs(num100 - c100)), np.max(np.abs(num111 - c111))) / scale
err_gen = np.max(np.abs(np.sort(numerical_c(ngen))
                        - np.linalg.eigvalsh(K_matrix(ngen, L, M, N)))) / scale
assert err_dir < 1e-5 and err_gen < 1e-5

# bare optical block and acoustic-optical coupling, tested separately
I3 = np.eye(3)
U = np.block([[I3, I3], [I3, -I3]]) / np.sqrt(2)
h = 0.02 / a
s = a / 4
block = U @ dynamical_matrix(h * ngen) @ U
x, y, z = ngen
Tq = np.array([[0, z, y], [z, 0, x], [y, x, 0]])
coupling = 4j * (alpha - beta) * s * Tq / m
assert np.max(np.abs(block[:3, 3:] / h - coupling)) < 1e-3 * np.max(np.abs(coupling))
off = np.outer(ngen, ngen) - np.diag(ngen**2)
bare = s**2 / m * (4 * beta * np.outer(ngen, ngen) - 2 * (alpha + beta) * I3
                   - 4 * (alpha - beta) * off)
bare_num = (block[3:, 3:] - w0sq * I3) / h**2
assert np.max(np.abs(bare_num - bare)) < 1e-3 * np.max(np.abs(bare))
M_bare = -2 * (alpha + beta) * s**2 / m
assert abs(M_bare - num100[1]) > 0.1 * scale   # elimination cannot be skipped

# ---------- quadrupole term: direct sum over pairs on the lattice ----------
# Combination K_xx[111] - (K_xx[100] + K_xx[010] + K_xx[001])/3 is zero for
# every analytic cubic q^2 term; the non-analytic term predicts (4 pi/v) q^2/9
# for the pair kernel d^4(1/r)/dy^2 dz^2, v = volume per atom (a = 1 here).
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
basis = np.vstack([fcc, fcc + 0.25])


def quadrupole_sum(q, radius):
    g = np.arange(-radius - 1, radius + 2, dtype=float)
    X0, Y0, Z0 = np.meshgrid(g, g, g, indexing="ij")
    total = 0.0
    for b in basis:
        X, Y, Z = X0 + b[0], Y0 + b[1], Z0 + b[2]
        r2 = X * X + Y * Y + Z * Z
        ok = (r2 > 1e-9) & (r2 < radius**2)
        X, Y, Z, r2 = X[ok], Y[ok], Z[ok], r2[ok]
        y2, z2 = Y * Y, Z * Z
        kernel = (3 - 15 * (y2 + z2) / r2 + 105 * y2 * z2 / r2**2) / r2**2.5
        wave = (np.cos(q * (X + Y + Z) / np.sqrt(3))
                - (np.cos(q * X) + np.cos(q * Y) + np.cos(q * Z)) / 3)
        total += np.sum(kernel * wave)
    return total


q_lat = 0.5
predicted = 4 * np.pi * 8 * q_lat**2 / 9
ratio_small = quadrupole_sum(q_lat, 22) / predicted
ratio_large = quadrupole_sum(q_lat, 30) / predicted
# tolerance: terms of order q^4 and the finite radius, each near one per cent
assert abs(ratio_large - 1) < 0.03 and abs(ratio_large - ratio_small) < 0.02

V = a**3 / 4
K_Q = 2 * Q**2 / (m * V * sc.epsilon_0 * eps_r)

# ---------- worked example ----------
q_ex = 1e9
full100 = (np.sqrt(optical_branches(n100, q_ex)) - w0) * to_cm
full111 = (np.sqrt(optical_branches(n111, q_ex)) - w0) * to_cm
to_shift = q_ex**2 / (2 * w0) * to_cm
curv = to_cm * 1e18 / w0             # c in m^2/s^2 -> d2(nu)/dq2 in cm^-1 nm^2

print(f"quadratic invariants in O_h: {n_quadratic:.0f}")
print(f"linear invariants in O_h: {abs(n_linear):.0f}")
print(f"linear invariants in T_d: {n_linear_Td:.0f}, "
      f"antisymmetric ones: {abs(n_linear_Td_antisym):.0f}")
print(f"lattice constant a = {a*1e9:.3f} nm")
print(f"alpha = {alpha:.1f} N/m, beta = {beta:.1f} N/m")
print(f"atomic mass m = {m:.4e} kg")
print(f"omega0 = {w0:.4e} rad/s")
print(f"omega0 as wavenumber = {w0*to_cm:.1f} cm^-1")
print(f"L = {L:.4e} m^2/s^2")
print(f"M = {M:.4e} m^2/s^2")
print(f"N = {N:.4e} m^2/s^2")
print(f"invariant coefficient A = (L+2M)/3 = {(L+2*M)/3:.4e} m^2/s^2")
print(f"invariant coefficient B = L-M = {L-M:.4e} m^2/s^2")
print(f"M without acoustic elimination = {M_bare:.4e} m^2/s^2")
for name, c, num, full in (("[100]", c100, num100, full100),
                           ("[111]", c111, num111, full111)):
    for label, i in (("LO", 0), ("TO", 1)):
        print(f"{name} {label}: c formula = {c[i]:.4e} m^2/s^2, "
              f"c from 6x6 matrix = {num[i]:.4e} m^2/s^2")
        print(f"{name} {label}: curvature d2nu/dq2 = {c[i]*curv:.3f} cm^-1 nm^2")
        print(f"{name} {label}: shift at q = 1 nm^-1, quadratic = "
              f"{c[i]*to_shift:.3f} cm^-1, full model = {full[i]:.3f} cm^-1")
print(f"trace c_LO+2c_TO from 6x6 matrix: [100] {num100.sum():.4e}, "
      f"[111] {num111.sum():.4e} m^2/s^2")
print(f"largest error on [100],[111], relative to |M| = {err_dir:.1e}")
print(f"largest error on [123], relative to |M| = {err_gen:.1e}")
print(f"quadrupole lattice sum / prediction, radius 22 a = {ratio_small:.4f}")
print(f"quadrupole lattice sum / prediction, radius 30 a = {ratio_large:.4f}")
print(f"rough inputs: Q = {Q/sc.e*1e9:.1f} e nm, eps = {eps_r:.1f}")
print(f"K_Q = {K_Q:.1e} m^2/s^2")
print(f"quadrupole addition to c_LO[111], K_Q/3 = {K_Q/3:.1e} m^2/s^2")
print(f"its size relative to |c_LO[111]| = {K_Q/3/abs(c111[0]):.1f}")
print(f"its shift at q = 1 nm^-1 = {K_Q/3*to_shift:.1f} cm^-1")
print(f"rough thermal softening = {softening:.2f} cm^-1/K")
print(f"heating that imitates the [111] LO shift at 1 nm^-1 = "
      f"{abs(c111[0])*to_shift/softening:.0f} K")
print("no test failed")
```

It prints:

```
quadratic invariants in O_h: 3
linear invariants in O_h: 0
linear invariants in T_d: 1, antisymmetric ones: 0
lattice constant a = 0.543 nm
alpha = 45.0 N/m, beta = 12.0 N/m
atomic mass m = 4.6645e-26 kg
omega0 = 9.8874e+13 rad/s
omega0 as wavenumber = 524.9 cm^-1
L = -2.6075e+07 m^2/s^2
M = -2.9942e+07 m^2/s^2
N = -1.8090e+07 m^2/s^2
invariant coefficient A = (L+2M)/3 = -2.8653e+07 m^2/s^2
invariant coefficient B = L-M = 3.8676e+06 m^2/s^2
M without acoustic elimination = -4.5038e+07 m^2/s^2
[100] LO: c formula = -2.6075e+07 m^2/s^2, c from 6x6 matrix = -2.6075e+07 m^2/s^2
[100] LO: curvature d2nu/dq2 = -1.400 cm^-1 nm^2
[100] LO: shift at q = 1 nm^-1, quadratic = -0.700 cm^-1, full model = -0.702 cm^-1
[100] TO: c formula = -2.9942e+07 m^2/s^2, c from 6x6 matrix = -2.9942e+07 m^2/s^2
[100] TO: curvature d2nu/dq2 = -1.608 cm^-1 nm^2
[100] TO: shift at q = 1 nm^-1, quadratic = -0.804 cm^-1, full model = -0.802 cm^-1
[111] LO: c formula = -4.0713e+07 m^2/s^2, c from 6x6 matrix = -4.0713e+07 m^2/s^2
[111] LO: curvature d2nu/dq2 = -2.186 cm^-1 nm^2
[111] LO: shift at q = 1 nm^-1, quadratic = -1.093 cm^-1, full model = -1.095 cm^-1
[111] TO: c formula = -2.2623e+07 m^2/s^2, c from 6x6 matrix = -2.2623e+07 m^2/s^2
[111] TO: curvature d2nu/dq2 = -1.215 cm^-1 nm^2
[111] TO: shift at q = 1 nm^-1, quadratic = -0.607 cm^-1, full model = -0.604 cm^-1
trace c_LO+2c_TO from 6x6 matrix: [100] -8.5960e+07, [111] -8.5960e+07 m^2/s^2
largest error on [100],[111], relative to |M| = 1.2e-10
largest error on [123], relative to |M| = 2.4e-10
quadrupole lattice sum / prediction, radius 22 a = 0.9962
quadrupole lattice sum / prediction, radius 30 a = 1.0021
rough inputs: Q = 0.7 e nm, eps = 11.7
K_Q = 1.3e+08 m^2/s^2
quadrupole addition to c_LO[111], K_Q/3 = 4.3e+07 m^2/s^2
its size relative to |c_LO[111]| = 1.1
its shift at q = 1 nm^-1 = 1.2 cm^-1
rough thermal softening = 0.02 cm^-1/K
heating that imitates the [111] LO shift at 1 nm^-1 = 55 K
no test failed
```
